# The Space-Time Form of chi0 and Its Cubic Cost: test program

```python
"""
Result under test, for independent electrons with a gap and tau > 0:
    chi0(r,r',i tau) = -g * G_occ(r',r,tau) * G_emp(r,r',tau)
G_occ = sum over occupied i of phi_i(r) phi_i*(r') exp(+(e_i-mu) tau)
G_emp = sum over empty a of phi_a(r) phi_a*(r') exp(-(e_a-mu) tau)
g = number of spin channels, mu = chemical potential in the gap, hbar = 1.
Also tested: the RPA energy obtained from this form, the bound on its
time-grid error, and the operation counts (cubic against quartic).
Internal units are atomic units; printed units are eV and angstrom.
Grid orbitals are unit vectors; dividing G by the spacing gives G(r,r').
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, solve_sylvester

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10


# ---------- Fock-space test on a ring with magnetic flux (one spin) ----------
def annihilators(n_sites):
    """Jordan-Wigner matrices of the annihilation operators."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for site in range(n_sites):
        matrix = np.eye(1)
        for k in range(n_sites):
            factor = parity if k < site else lower if k == site else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


sites = 6
h_flux = np.diag([1.5, -1.4, 1.7, -1.5, 1.3, -1.8]).astype(complex)
for k in range(sites):
    h_flux[k, (k + 1) % sites] += -np.exp(0.3j)
    h_flux[(k + 1) % sites, k] += -np.exp(-0.3j)
e_flux, u_flux = np.linalg.eigh(h_flux)
n_filled = 3
mu_flux = 0.5 * (e_flux[n_filled - 1] + e_flux[n_filled])
gap_flux = e_flux[n_filled] - e_flux[n_filled - 1]


def green_pair(tau):
    occ, emp = u_flux[:, :n_filled], u_flux[:, n_filled:]
    g_occ = (occ * np.exp((e_flux[:n_filled] - mu_flux) * tau)) @ occ.conj().T
    g_emp = (emp * np.exp(-(e_flux[n_filled:] - mu_flux) * tau)) @ emp.conj().T
    return g_occ, g_emp


ann = annihilators(sites)
fock_h = sum((h_flux[r, s] - mu_flux * (r == s)) * ann[r].T @ ann[s]
             for r in range(sites) for s in range(sites))
fock_e, fock_u = np.linalg.eigh(fock_h)
assert fock_e[1] - fock_e[0] > 0.1
ground = fock_u[:, 0]
number_ops = [a.T @ a for a in ann]
density = np.array([np.vdot(ground, n @ ground).real for n in number_ops])
assert abs(density.sum() - n_filled) < 1e-10

fock_error, wrong_order_error = 0.0, 0.0
for tau in (0.1, 0.4, 1.3):
    decay = expm(-tau * (fock_h - fock_e[0] * np.eye(2**sites)))
    occ_def = np.zeros((sites, sites), complex)
    emp_def = np.zeros((sites, sites), complex)
    chi_def = np.zeros((sites, sites), complex)
    for r in range(sites):
        for s in range(sites):
            occ_def[r, s] = np.vdot(ann[s] @ ground, decay @ ann[r] @ ground)
            emp_def[r, s] = np.vdot(ann[r].T @ ground,
                                    decay @ ann[s].T @ ground)
            chi_def[r, s] = -np.vdot(number_ops[r] @ ground,
                                     decay @ number_ops[s] @ ground)
            chi_def[r, s] += density[r] * density[s]
    g_occ, g_emp = green_pair(tau)
    assert np.allclose(occ_def, g_occ, atol=1e-10)
    assert np.allclose(emp_def, g_emp, atol=1e-10)
    fock_error = max(fock_error, abs(chi_def + g_occ.T * g_emp).max())
    wrong_order_error = max(wrong_order_error,
                            abs(chi_def + g_occ * g_emp).max())
assert fock_error < 1e-10
assert wrong_order_error > 1e-3

# ---------- response to a potential growing as exp(omega t) ----------
omega_test = 0.7
nodes, node_weights = np.polynomial.legendre.leggauss(200)
t_end = 40.0 / gap_flux
chi_from_time = np.zeros((sites, sites), complex)
for x, w in zip(nodes, node_weights):
    tau = 0.5 * t_end * (x + 1)
    g_occ, g_emp = green_pair(tau)
    chi_tau = -g_occ.T * g_emp
    phase = np.exp(1j * omega_test * tau)
    chi_from_time += 0.5 * t_end * w * (phase * chi_tau
                                        + phase.conj() * chi_tau.T)
rho0 = u_flux[:, :n_filled] @ u_flux[:, :n_filled].conj().T
chi_response = np.zeros((sites, sites), complex)
half = 0.5 * omega_test * np.eye(sites)
for s in range(sites):
    potential = np.zeros((sites, sites))
    potential[s, s] = 1.0
    source = -1j * (potential @ rho0 - rho0 @ potential)
    delta_rho = solve_sylvester(half + 1j * h_flux, half - 1j * h_flux, source)
    chi_response[:, s] = np.diag(delta_rho)
response_error = abs(chi_from_time - chi_response).max()
assert response_error < 1e-9

# ---------- model insulating ring on a real-space grid ----------
lattice_ang, points_per_cell, depth_ev, soft_ang = 3.0, 6, 8.0, 1.0
lattice = lattice_ang / BOHR_ANG
spacing = lattice / points_per_cell
spacing_ang = lattice_ang / points_per_cell
depth = depth_ev / HARTREE_EV
soft = soft_ang / BOHR_ANG
SPIN = 2


def model_ring(cells):
    """Orbital energies, orbitals, interaction matrix and its square root."""
    n = cells * points_per_cell
    index = np.arange(n)
    h = np.diag(1 / spacing**2
                - depth * np.cos(2 * np.pi * index / points_per_cell))
    h[index, (index + 1) % n] -= 0.5 / spacing**2
    h[(index + 1) % n, index] -= 0.5 / spacing**2
    energy, orbital = np.linalg.eigh(h)
    chord = n * spacing / np.pi * np.sin(
        np.pi * (index[:, None] - index[None, :]) / n)
    v = 1 / np.sqrt(chord**2 + soft**2)
    v_val, v_vec = np.linalg.eigh(v)
    assert v_val[0] > 0
    return energy, orbital, v, (v_vec * np.sqrt(v_val)) @ v_vec.T


# These routines accept floats or operation-counting numbers.
def product_in_time(occ, emp, decay_occ, decay_emp):
    """G_occ*G_emp at each time, one flattened matrix per row."""
    rows = []
    for d_occ, d_emp in zip(decay_occ, decay_emp):
        g_occ = (occ * d_occ) @ occ.T
        g_emp = (emp * d_emp) @ emp.T
        rows.append((g_occ * g_emp).reshape(-1))
    return np.array(rows)


def direct_sum(occ, emp, factors):
    """-chi0 at each frequency from the explicit sum over pairs."""
    n = occ.shape[0]
    pairs = (occ[:, :, None] * emp[:, None, :]).reshape(n, -1)
    return [(pairs * f) @ pairs.T for f in factors]


def elimination_pivots(matrix):
    a = matrix.copy()
    for k in range(len(a) - 1):
        ratio = a[k + 1:, k] / a[k:k + 1, k]
        a[k + 1:, k + 1:] = (a[k + 1:, k + 1:]
                             - ratio[:, None] * a[k:k + 1, k + 1:])
    return np.diagonal(a)


def screened_terms(minus_chi, root_v):
    m = root_v @ minus_chi @ root_v
    return np.diagonal(m), elimination_pivots(m + np.eye(len(m)))


def rpa_energy(minus_chi_list, root_v, omega_weights):
    total = 0.0
    for minus_chi, w in zip(minus_chi_list, omega_weights):
        diagonal, pivots = screened_terms(minus_chi, root_v)
        total += w * (np.log(pivots).sum() - diagonal.sum()) / (2 * np.pi)
    return total


def fit_transform(times, omegas, d_min, d_max):
    """Weights turning exp(-D tau) into 2D/(D^2+w^2); largest rel. error."""
    d = np.geomspace(d_min, d_max, 1500)
    basis = np.exp(-np.outer(d, times))
    weights, worst = [], 0.0
    for omega in omegas:
        scaled = basis * ((d**2 + omega**2) / (2 * d))[:, None]
        gamma = np.linalg.lstsq(scaled, np.ones(len(d)), rcond=1e-13)[0]
        weights.append(gamma)
        worst = max(worst, abs(scaled @ gamma - 1).max())
    return np.array(weights), worst


def time_grid(count, d_min, d_max):
    return np.geomspace(0.1 / d_max, 4 / d_min, count)


cell_list = (4, 8, 12)
rings = {c: model_ring(c) for c in cell_list}
e4 = rings[4][0]
d_min, d_max = e4[4] - e4[3], e4[-1] - e4[0]
for c in cell_list:
    e = rings[c][0]
    assert abs(e[c] - e[c - 1] - d_min) < 1e-9
    assert abs(e[-1] - e[0] - d_max) < 1e-9

n_omega, n_tau = 16, 12
x, wx = np.polynomial.legendre.leggauss(n_omega)
omega_scale = np.sqrt(d_min * d_max)
omegas = omega_scale * (1 + x) / (1 - x)
omega_weights = wx * 2 * omega_scale / (1 - x)**2
fit_errors = {}
for count in (4, 8, 12):
    fit_errors[count] = fit_transform(time_grid(count, d_min, d_max),
                                      omegas, d_min, d_max)[1]
assert fit_errors[4] > fit_errors[8] > fit_errors[12]
times = time_grid(n_tau, d_min, d_max)
gamma, eta = fit_transform(times, omegas, d_min, d_max)
assert eta < 1e-3
eta_safe = 1.01 * eta + 1e-10  # sampling between fit points and rounding

energies = {}
for c in cell_list:
    e, orb, v, root_v = rings[c]
    n = len(e)
    occ, emp = orb[:, :c], orb[:, c:]
    mu = 0.5 * (e[c - 1] + e[c])
    in_time = product_in_time(occ, emp,
                              np.exp(np.outer(times, e[:c] - mu)),
                              np.exp(-np.outer(times, e[c:] - mu)))
    chi_fit = ((SPIN * gamma) @ in_time).reshape(n_omega, n, n)
    delta = (e[None, c:] - e[:c, None]).reshape(-1)
    factors = [SPIN * 2 * delta / (delta**2 + w**2) for w in omegas]
    chi_direct = direct_sum(occ, emp, factors)
    for fitted, direct in zip(chi_fit, chi_direct):
        for sign in (1, -1):
            gap_matrix = sign * (direct - fitted) + eta_safe * direct
            assert np.linalg.eigvalsh(gap_matrix)[0] > -1e-9
    e_time = rpa_energy(chi_fit, root_v, omega_weights)
    e_direct = rpa_energy(chi_direct, root_v, omega_weights)
    assert (1 - eta_safe)**2 <= e_time / e_direct <= (1 + eta_safe)**2
    # plasmon formula: half the sum of RPA energies minus diagonal of A
    pairs = (occ[:, :, None] * emp[:, None, :]).reshape(n, -1)
    coupling = pairs.T @ v @ pairs
    root_d = np.sqrt(delta)
    squared = np.diag(delta**2) + 4 * root_d[:, None] * coupling * root_d
    plasmon = np.sqrt(np.linalg.eigvalsh(squared))
    e_plasmon = 0.5 * (plasmon.sum() - delta.sum() - 2 * np.trace(coupling))
    assert abs(e_direct / e_plasmon - 1) < 1e-6
    assert abs(e_time / e_plasmon - 1) < 2.1 * eta_safe + 1e-6
    energies[c] = (e_time, e_direct, e_plasmon)


# ---------- operation counts, measured on the running algorithms ----------
class Counted:
    """A real number that records each multiplication and division."""
    __slots__ = ("value",)
    operations = 0

    def __init__(self, value):
        self.value = float(value)

    def __mul__(self, other):
        Counted.operations += 1
        return Counted(self.value * other.value)

    def __truediv__(self, other):
        Counted.operations += 1
        return Counted(self.value / other.value)

    def __add__(self, other):
        return Counted(self.value + getattr(other, "value", other))

    __radd__ = __add__

    def __sub__(self, other):
        return Counted(self.value - other.value)


counted = np.vectorize(Counted, otypes=[object])


def count_time(n, nt, nw):
    return nt * (n**3 + 2 * n**2) + nt * nw * n**2


def count_direct(n, n_occ, nw):
    n_pairs = n_occ * (n - n_occ)
    return n * n_pairs + nw * n_pairs * (n**2 + n)


def count_energy(n, nw):
    return nw * (2 * n**3 + (n**3 - n) // 3)


measured = {}
few_tau, few_omega = 3, 2
for c in (4, 8):
    e, orb, v, root_v = rings[c]
    n = len(e)
    mu = 0.5 * (e[c - 1] + e[c])
    occ, emp = counted(orb[:, :c]), counted(orb[:, c:])
    d_occ = counted(np.exp(np.outer(times[:few_tau], e[:c] - mu)))
    d_emp = counted(np.exp(-np.outer(times[:few_tau], e[c:] - mu)))
    some_weights = counted(SPIN * gamma[:few_omega, :few_tau])
    delta = (e[None, c:] - e[:c, None]).reshape(-1)
    factors = [counted(SPIN * 2 * delta / (delta**2 + w**2))
               for w in omegas[:few_omega]]
    root_counted = counted(root_v)
    Counted.operations = 0
    some_weights @ product_in_time(occ, emp, d_occ, d_emp)
    ops_time = Counted.operations
    Counted.operations = 0
    chi_list = direct_sum(occ, emp, factors)
    ops_direct = Counted.operations
    Counted.operations = 0
    for minus_chi in chi_list:
        screened_terms(minus_chi, root_counted)
    ops_energy = Counted.operations
    assert ops_time == count_time(n, few_tau, few_omega)
    assert ops_direct == count_direct(n, c, few_omega)
    assert ops_energy == count_energy(n, few_omega)
    measured[n] = (ops_time, ops_direct, ops_energy)
growth = [np.log2(b / a) for a, b in zip(measured[24], measured[48])]

# ---------- printed results ----------
print(f"Flux ring: error of chi0(i tau) against Fock space {fock_error:.1e}")
print(f"Flux ring: error with wrong argument order {wrong_order_error:.3f}")
print(f"Flux ring: error of frequency response {response_error:.1e} 1/Ha")
print(f"Lattice constant {lattice_ang:.1f} angstrom")
print(f"Grid spacing {spacing_ang:.1f} angstrom")
print(f"Potential amplitude {depth_ev:.1f} eV")
print(f"Interaction softening {soft_ang:.1f} angstrom")
print(f"Smallest transition energy {d_min * HARTREE_EV:.4f} eV")
print(f"Largest transition energy {d_max * HARTREE_EV:.4f} eV")
print(f"Ratio largest/smallest {d_max / d_min:.3f}")

e, orb = rings[12][:2]
mu = 0.5 * (e[11] + e[12])
tau_ev = 0.1
tau = tau_ev * HARTREE_EV
g_occ = (orb[:, :12] * np.exp((e[:12] - mu) * tau)) @ orb[:, :12].T
g_emp = (orb[:, 12:] * np.exp(-(e[12:] - mu) * tau)) @ orb[:, 12:].T
print(f"12-cell ring, imaginary time tau = {tau_ev:.1f} 1/eV, r = 0:")
for j in (0, 1, 3):
    a, b = g_occ[0, j] / spacing_ang, g_emp[0, j] / spacing_ang
    print(f" r' = {j * spacing_ang:.1f} angstrom: G_occ {a:.5f} 1/angstrom,"
          f" G_emp {b:.5f} 1/angstrom")
    print(f"   chi0 = -2 G_occ G_emp = {-SPIN * a * b:.5f} 1/angstrom^2")

print(f"Time points {n_tau}, frequency points {n_omega}")
for count, error in fit_errors.items():
    print(f"Largest relative fit error, {count} times: {error:.2e}")
for c in cell_list:
    e_time, e_direct, e_plasmon = energies[c]
    print(f"{c} cells, N = {c * points_per_cell}: RPA energy per cell"
          f" {e_time * HARTREE_EV / c:.6f} eV (time route)")
    print(f"   plasmon formula {e_plasmon * HARTREE_EV / c:.6f} eV per cell")
    print(f"   relative error from time fit {abs(e_time/e_direct - 1):.1e},"
          f" from frequencies {abs(e_direct/e_plasmon - 1):.1e}")

print(f"Counted run: {few_tau} times, {few_omega} frequencies")
for n, (a, b, c) in measured.items():
    print(f" N = {n}: operations time {a}, direct {b}, energy {c}")
print(f" Growth exponent N 24 to 48: time {growth[0]:.3f},"
      f" direct {growth[1]:.3f}, energy {growth[2]:.3f}")
print(f"Formula counts for {n_tau} times, {n_omega} frequencies:")
for n in (24, 72, 720):
    a = count_time(n, n_tau, n_omega)
    b = count_direct(n, n // points_per_cell, n_omega)
    print(f" N = {n}: time {a:.3e}, direct {b:.3e}, direct/time {b/a:.2f},"
          f" energy {count_energy(n, n_omega):.3e}")
print("checks complete")
```

Output:

```
Flux ring: error of chi0(i tau) against Fock space 3.8e-15
Flux ring: error with wrong argument order 0.019
Flux ring: error of frequency response 7.8e-15 1/Ha
Lattice constant 3.0 angstrom
Grid spacing 0.5 angstrom
Potential amplitude 8.0 eV
Interaction softening 1.0 angstrom
Smallest transition energy 7.8208 eV
Largest transition energy 64.7682 eV
Ratio largest/smallest 8.282
12-cell ring, imaginary time tau = 0.1 1/eV, r = 0:
 r' = 0.0 angstrom: G_occ 0.47636 1/angstrom, G_emp 0.10921 1/angstrom
   chi0 = -2 G_occ G_emp = -0.10404 1/angstrom^2
 r' = 0.5 angstrom: G_occ 0.36944 1/angstrom, G_emp 0.00729 1/angstrom
   chi0 = -2 G_occ G_emp = -0.00539 1/angstrom^2
 r' = 1.5 angstrom: G_occ 0.08498 1/angstrom, G_emp -0.08899 1/angstrom
   chi0 = -2 G_occ G_emp = 0.01512 1/angstrom^2
Time points 12, frequency points 16
Largest relative fit error, 4 times: 6.48e-02
Largest relative fit error, 8 times: 6.49e-04
Largest relative fit error, 12 times: 4.07e-05
4 cells, N = 24: RPA energy per cell -0.161700 eV (time route)
   plasmon formula -0.161700 eV per cell
   relative error from time fit 2.9e-09, from frequencies 1.7e-11
8 cells, N = 48: RPA energy per cell -0.166147 eV (time route)
   plasmon formula -0.166147 eV per cell
   relative error from time fit 2.3e-09, from frequencies 5.1e-11
12 cells, N = 72: RPA energy per cell -0.167055 eV (time route)
   plasmon formula -0.167055 eV per cell
   relative error from time fit 2.3e-09, from frequencies 4.2e-11
Counted run: 3 times, 2 frequencies
 N = 24: operations time 48384, direct 97920, energy 64496
 N = 48: operations time 359424, direct 1520640, energy 516064
 Growth exponent N 24 to 48: time 2.893, direct 3.957, energy 3.000
Formula counts for 12 times, 16 frequencies:
 N = 24: time 2.903e+05, direct 7.699e+05, direct/time 2.65, energy 5.160e+05
 N = 72: time 5.599e+06, direct 6.060e+07, direct/time 10.82, energy 1.393e+07
 N = 720: time 4.591e+09, direct 5.981e+11, direct/time 130.27, energy 1.393e+10
checks complete
```
